\section*{No linear pseudospin polarisation from winding-three Rashba coupling}

\section{A current that ought to polarise the holes}

An electric field drives a current through a two-dimensional hole layer. Structural asymmetry splits the heavy-hole subband into two branches, and in each branch the pseudospin direction is tied to the direction of motion. The current gives one direction of motion a surplus of holes and the opposite direction a deficit. The two directions carry opposite pseudospins, and a deficit of one pseudospin counts like a surplus of its opposite, so front and back add up. One would expect a net polarisation proportional to the field.

For a spin-orbit field that turns once around the Fermi circle this expectation is right. For the isotropic heavy-hole field, which turns three times, the linear polarisation vanishes. The reason must lie in the holes moving sideways, since front and back do not cancel.

Take the hole Hamiltonian, with energy counted upward for holes,
\begin{equation}
H=Ak^2+\mathbf h\cdot\boldsymbol\sigma,\qquad A=\frac{\hbar^2}{2m},\qquad
h_+\equiv h_x+ih_y=-i\beta k^3e^{3i\theta},
\end{equation}
where $\theta$ is the angle of $\mathbf k$ and $\beta>0$. The matrices $\boldsymbol\sigma$ act on the heavy-hole doublet, whose angular momentum along the normal is $\pm\frac32\hbar$. The energies are $E_s=Ak^2+s\beta k^3$ with $s=\pm1$, and the state $(s,\mathbf k)$ has $\langle\boldsymbol\sigma\rangle=s\mathbf n$, with $n_+=-ie^{3i\theta}$, that is $\mathbf n=(\sin3\theta,-\cos3\theta)$. All wave numbers are assumed to lie far below $k=2A/3\beta$, where the lower branch turns over.

To separate winding from strength, I compare with a control field $h_+=-i\beta k^3e^{i\theta}$. It has the same energies and the same equilibrium occupations; only the winding $w$ changes from 3 to 1.

\section{What is shifted}

The phrase ``rigidly shifted distribution'' has two readings. If the whole density matrix is shifted, spinors included, the total spin is
\begin{equation}
\int\! d^2k\;\mathrm{Tr}[\boldsymbol\sigma\rho_0(\mathbf k-\boldsymbol\delta)]
=\int\! d^2q\;\mathrm{Tr}[\boldsymbol\sigma\rho_0(\mathbf q)]=0,
\end{equation}
by the substitution $\mathbf q=\mathbf k-\boldsymbol\delta$, and because in equilibrium the direction $\mathbf n$ averages to zero around each circle. This holds for every winding other than zero and says nothing particular about winding three.

The reading with content shifts the occupations, while each state keeps the spinor belonging to its own $\mathbf k$:
\begin{equation}
\mathbf P=\sum_s s\int\!\frac{d^2k}{(2\pi)^2}\,\mathbf n(\theta)\,f_s(|\mathbf k-\boldsymbol\delta|).
\label{P}
\end{equation}
$\mathbf P$ sums $\langle\boldsymbol\sigma\rangle$ per area; the pseudospin is half of it. For a scattering time $\tau$ and a field $E$ along $x$, $\delta=eE\tau/\hbar$.

\section{The linear contribution}

For small $\delta$ along $x$, $|\mathbf k-\boldsymbol\delta|=k-\delta\cos\theta+O(\delta^2)$, so that
\begin{equation}
\delta f_s=-\delta\cos\theta\,f_s'(k).
\end{equation}
With $n_+=-ie^{iw\theta}$, equation (\ref{P}) splits into a radial and an angular factor:
\begin{equation}
P_+=i\,\frac{\delta}{4\pi^2}\sum_s s\int_0^\infty\! k f_s'\,dk\int_0^{2\pi}\!\cos\theta\,e^{iw\theta}d\theta .
\label{lin}
\end{equation}
Writing $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$ shows that the angular integral is $\pi$ for $w=\pm1$ and zero for every other integer. For $w=3$ each branch vanishes separately. Temperature enters only through the radial factor and cannot restore the term; neither can different shifts $\delta_s$ of the two branches.

The zero can be seen without an integral. Holes at $\theta$, $\theta+120^\circ$ and $\theta+240^\circ$ have the same pseudospin, because $3\theta$ changes by full turns. Their surpluses are proportional to
\begin{equation}
\cos\theta+\cos(\theta+120^\circ)+\cos(\theta+240^\circ)=0 .
\end{equation}
A dipole-shaped redistribution moves holes among states of equal pseudospin without changing how many holes have that pseudospin.

\section{Weighing the winding-one control}

Let $g=f_+-f_-$, which is negative because the upper branch holds fewer holes. For $w=1$, equation (\ref{lin}) and an integration by parts, whose boundary terms vanish, give
\begin{equation}
P_+=\frac{i\delta}{4\pi}\int kg'\,dk=-\frac{i\delta}{4\pi}\int g\,dk .
\label{one}
\end{equation}
When the splitting is small, $g\simeq2\beta k^3\,\partial f_0/\partial E$. With $dk=dE/(2Ak)$ and $k^2=E/A$,
\begin{equation}
-\int g\,dk=\frac{\beta}{A^2}\int_0^\infty\! E\left(-\frac{\partial f_0}{\partial E}\right)dE
=\frac{\beta}{A^2}\int_0^\infty\! f_0\,dE=\frac{2\pi\beta p}{A}.
\end{equation}
The last step uses the density of both branches, $p=\int f_0\,dE/(2\pi A)$. Hence
\begin{equation}
P_y^{(w=1)}=\frac{\beta\delta p}{2A}=\frac{m\beta\delta p}{\hbar^2}.
\label{P1}
\end{equation}

For numbers I take $m=0.10\,m_0$, $p=4\times10^{11}\,\mathrm{cm^{-2}}$, $\beta=100\,\mathrm{meV\,nm^3}$, mobility $10^5\,\mathrm{cm^2/Vs}$, field $1\,\mathrm{V/cm}$ and temperature $4\,\mathrm K$. Then $A=381\,\mathrm{meV\,nm^2}$, $k_F=\sqrt{2\pi p}=0.1585\,\mathrm{nm^{-1}}$, $\tau=5.69\,\mathrm{ps}$ and $\delta=8.64\times10^{-4}\,\mathrm{nm^{-1}}$, or $0.00545\,k_F$. Equation (\ref{P1}) gives
\begin{equation}
P_y^{(w=1)}=\frac{100\times8.638\times10^{-4}\times0.004}{2\times381}\,\mathrm{nm^{-2}}
=4.53\times10^{7}\,\mathrm{cm^{-2}} .
\end{equation}
Direct summation of (\ref{P}) gives $4.54\times10^7\,\mathrm{cm^{-2}}$, about $1.1\times10^{-4}$ per hole.

This size assumes equal shifts of the two branches. At low temperature each branch contributes $-s\delta_sK_s/4\pi$ to $P_y$, where $K_s$ is its Fermi wave number. The two wave numbers differ by only $\beta k_F/A=4.2\%$, so an equally small difference between the shifts changes the control by its own size. The control is a yardstick within the model, not a prediction for a particular kind of scattering.

\section{Weighing front, back and sides}

For $w=3$ the $y$ component carries the weight $\cos\theta\cos3\theta=\frac12(\cos2\theta+\cos4\theta)$. It is positive within $30^\circ$ of the forward and backward directions. The front lobe contributes
\begin{equation}
\int_{-\pi/6}^{\pi/6}\!\cos\theta\cos3\theta\,d\theta
=\frac12\left[\frac{\sin2\theta}{2}+\frac{\sin4\theta}{4}\right]_{-\pi/6}^{\pi/6}
=\frac{3\sqrt3}{8}=0.6495 .
\end{equation}
The back lobe contributes the same, and the side lobes together contribute $-1.2990$.

The control has $\int\cos^2\theta\,d\theta=\pi$ with the same radial factor. Front and back of the winding-three gas therefore supply $(1.2990/\pi)\times4.54\times10^7=1.88\times10^7\,\mathrm{cm^{-2}}$, and the sides supply the same amount with the opposite sign. The parts are not small: front and back alone would give 41\% of the control polarisation.

\section{Weighing the interband coherence}

The field also drives the spinors, creating coherence between the branches. Let $\mathbf s$ be the density of $\langle\boldsymbol\sigma\rangle$ in $\mathbf k$ space, with equilibrium value $\mathbf s_0=g\mathbf n$. In a model where $\mathbf s$ relaxes to $\mathbf s_0$ with a single time $\tau$, the steady state obeys
\begin{equation}
\frac{\delta}{\tau}\,\partial_x\mathbf s_0=\boldsymbol\Omega\times\mathbf s_1-\frac{\mathbf s_1}{\tau},
\qquad \hbar\boldsymbol\Omega=2\mathbf h .
\end{equation}
Let $\mathbf t=(\cos w\theta,\sin w\theta)$. Then $\partial_\theta\mathbf n=w\mathbf t$, $\mathbf n\times\mathbf t=\hat{\mathbf z}$ and $\mathbf n\times\hat{\mathbf z}=-\mathbf t$. The driving term is
\begin{equation}
-\delta\,\partial_x\mathbf s_0=-\delta\cos\theta\,g'\,\mathbf n+\delta\,\frac{w\sin\theta}{k}\,g\,\mathbf t .
\end{equation}
Insert $\mathbf s_1=a\mathbf n+b\mathbf t+c\hat{\mathbf z}$ and define $x=2\beta k^3\tau/\hbar$, the precession angle in one scattering time. The three components read
\begin{equation}
a=-\delta\cos\theta\,g',\qquad b+xc=\delta\frac{w\sin\theta}{k}g,\qquad c-xb=0 ,
\end{equation}
so $b=\delta w g\sin\theta/[k(1+x^2)]$. The coefficient $a$ is the occupation shift treated above; $b$ is the in-plane coherence.

For $w=3$ the coherence sums to $\int\sin\theta\,e^{3i\theta}d\theta=0$. It vanishes on its own, for any $x$. For $w=1$, $\int\sin\theta\,e^{i\theta}d\theta=i\pi$, and adding this part to (\ref{one}) gives
\begin{equation}
P_+=\frac{i\delta}{4\pi}\int\left[-g+\frac{g}{1+x^2}\right]dk
=-\frac{i\delta}{4\pi}\int\frac{x^2}{1+x^2}\,g\,dk .
\end{equation}
For $x\to0$ this vanishes, which recovers the shift of the whole density matrix. For $x\gg1$ the coherence drops out and, in this single-time model, the occupation result remains. Here $x=6.88$ at $k_F$, and the coherence lowers the control value to 0.979 of the occupation result.

\section{The symmetry behind the zeros}

Rotate $\mathbf k$ by $\varphi$ and the pseudospin by $3\varphi$, using $U=e^{-3i\varphi\sigma_z/2}$. The spin-orbit field has turned by just $3\varphi$, so $H(R_\varphi\mathbf k)=UH(\mathbf k)U^\dagger$. Suppose that the scattering is, on average, unchanged by the same operation, as it is for isotropic scatterers that do not act on the pseudospin. Then turning the electric field by $\varphi$ must turn $P_+$ by $3\varphi$. The general linear law is $P_+=c_1E_++c_2E_-$ with $E_\pm=E_x\pm iE_y$, and it requires
\begin{equation}
c_1e^{i\varphi}=c_1e^{3i\varphi},\qquad c_2e^{-i\varphi}=c_2e^{3i\varphi}\qquad\text{for all }\varphi ,
\end{equation}
hence $c_1=c_2=0$. The conclusion does not depend on the relaxation-time model. Second-order products of $E_\pm$ turn by $0$ or $\pm2\varphi$ and are excluded too, while $E_+^3$ is allowed.

\section{The cubic remainder}

To find the cubic term, expand $f_s(\mathbf k-\boldsymbol\delta)$ to third order and integrate by parts three times, which moves the derivatives onto the spinor direction:
\begin{equation}
P_+=-i\int\!\frac{d^2k}{(2\pi)^2}\,g(k)\,\frac{\delta^3}{6}\,\partial_x^3e^{3i\theta}.
\end{equation}
The singular point $k=0$ does no harm, since $g$ vanishes there as $k^3$. With $z=k_x+ik_y$ one has $e^{3i\theta}=z^{3/2}\bar z^{-3/2}$ and $\partial_x=\partial_z+\partial_{\bar z}$. Each $\partial_z$ lowers the angular harmonic by one and each $\partial_{\bar z}$ raises it by one, so only $\partial_z^3$ survives the angular average:
\begin{equation}
\frac16\cdot\frac32\cdot\frac12\cdot\left(-\frac12\right)\frac1{k^3}=-\frac{1}{16k^3}.
\end{equation}
Therefore, for equal shifts of both branches,
\begin{equation}
P_+=\frac{i\delta^3}{32\pi}\int\frac{g}{k^2}\,dk\simeq-\frac{i\beta\delta^3}{32\pi A},
\end{equation}
where the last form uses $g\simeq2\beta k^3\partial f_0/\partial E$ in a degenerate gas. A shift at angle $\varphi$ multiplies the result by $e^{3i\varphi}$: turning the shift by $20^\circ$ turned the computed polarisation by $60.00^\circ$.

Relative to the control the size is $\delta^2/(16\pi p)=\delta^2/(8k_F^2)=3.7\times10^{-6}$. The computed value is $P_y=-169\,\mathrm{cm^{-2}}$, or about $-0.017$ in a square of side $100\,\mu\mathrm m$. This is the value for a rigid shift, which agrees with the steady state of a single relaxation time only to first order in $\delta$. That steady state obeys $f+\delta\,\partial_xf=f_0$, so its third-order term is $-\delta^3\partial_x^3f_0$ without the factor $\frac16$: the occupations alone then give six times as much, about $-1010\,\mathrm{cm^{-2}}$, and with the coherence kept to third order the value is about $-1900\,\mathrm{cm^{-2}}$.

This small number is fragile. At zero temperature, $f_s$ may be replaced by $f_s-1$, because a filled plane is unchanged by a shift. Each branch then contributes $-is\delta_s^3/(32\pi K_s)$, with $K_s$ its Fermi wave number. The branches nearly cancel, since $K_-$ and $K_+$ differ by only $\beta k_F/A=4.2\%$. As the shifts enter cubed, a difference of $1.4\%$ between them changes the remainder by its own size. The linear term stays zero.

\section{Weighing crystal anisotropy}

In a cubic crystal the layer may have only fourfold symmetry. A second cubic term is then allowed,
\begin{equation}
h_+=-i\beta k^3\left(e^{3i\theta}+\eta e^{-i\theta}\right),
\end{equation}
whose winding is $-1$. To first order in $\eta$,
\begin{equation}
|\mathbf h|=\beta k^3(1+\eta\cos4\theta),\qquad n_+=-ie^{3i\theta}(1-i\eta\sin4\theta),
\end{equation}
and for small splitting $f_+-f_-=g(k)(1+\eta\cos4\theta)$. Its $x$ derivative is
\begin{equation}
\cos\theta\,g'(1+\eta\cos4\theta)+\frac{4\eta g}{k}\sin\theta\sin4\theta .
\end{equation}
The angular averages of $e^{3i\theta}\cos\theta\cos4\theta$, $-ie^{3i\theta}\cos\theta\sin4\theta$ and $e^{3i\theta}\sin\theta\sin4\theta$ are each $\frac14$. Thus
\begin{equation}
P_+=\frac{i\eta\delta}{2\pi}\int\left[\frac{kg'}2+g\right]dk=\frac{i\eta\delta}{4\pi}\int g\,dk=-\eta P_+^{(w=1)} .
\end{equation}
For a rough $\eta=-0.15$, direct summation gives 0.152 of the control.

Band warping adds to this. Mixing with light holes at a distance $\Delta$ lowers the heavy-hole energy by $|R|^2/\Delta$. Here $R=\sqrt3A_0\gamma(k_-^2+\eta k_+^2)$, $k_\pm=k_x\pm ik_y$, $A_0=\hbar^2/2m_0=38.1\,\mathrm{meV\,nm^2}$, and $\gamma$ is a mean Luttinger parameter. The angular part of the energy is $vk^4\cos4\theta$ with $v=-6\eta A_0^2\gamma^2/\Delta$. It changes $g$ by $u\cos4\theta$, where $u=-vk^4\,\partial g/\partial\mu$ and $\mu$ is the chemical potential. The same averages give
\begin{equation}
P_+=\frac{i\delta}{2\pi}\int\left[\frac{ku'}4+u\right]dk=\frac{3i\delta}{8\pi}\int u\,dk .
\end{equation}
In a degenerate gas $-\int k^4g\,dk=(\beta/A)(\mu/A)^3$, so $\int u\,dk=3v\beta k_F^4/A^2$. Dividing by the control, $i\delta\beta k_F^2/(4\pi A)$, leaves $\frac92vk_F^2/A$. With rough values $\gamma=5$ and $\Delta=100\,\mathrm{meV}$, $v=327\,\mathrm{meV\,nm^4}$ and the ratio is 0.097. A band anisotropy $vk_F^2/A$ of about 2\% thus counts four and a half times over. The two warpings together give 0.248 of the control by direct summation. The isotropic part of $-|R|^2/\Delta$, about $-1110\,\mathrm{meV\,nm^4}\,k^4$, is left out of these numbers; keeping it at the same density and the same $A$ raises the control to $5.3\times10^7\,\mathrm{cm^{-2}}$, the warped value to $1.5\times10^7\,\mathrm{cm^{-2}}$ and their ratio to 0.27.

\section{Weighing the true angular momentum}

Pseudospin is not the angular momentum $\mathbf J$. In the isotropic model $J_+$ turns by $\varphi$ under a rotation, as the electric field does, so a linear response of $\mathbf J$ is allowed. Pure heavy-hole states have no in-plane matrix element of $\mathbf J$; light-hole admixture supplies one. With $R=\sqrt3A_0\gamma k^2e^{-2i\theta}$ the dressed states are
\begin{equation}
|{\uparrow}\rangle=|\tfrac32\rangle-\frac{R^*}{\Delta}|{-\tfrac12}\rangle,\qquad
|{\downarrow}\rangle=|{-\tfrac32}\rangle-\frac{R}{\Delta}|\tfrac12\rangle .
\end{equation}
In units of $\hbar$, $J_+$ takes $|\frac12\rangle$ to $\sqrt3|\frac32\rangle$ and $|{-\frac32}\rangle$ to $\sqrt3|{-\frac12}\rangle$, so $\langle{\uparrow}|J_+|{\downarrow}\rangle=-2\sqrt3R/\Delta$ to first order. The branch state $(|{\uparrow}\rangle+sn_+|{\downarrow}\rangle)/\sqrt2$ has
\begin{equation}
\langle J_+\rangle=-sn_+\frac{\sqrt3R}{\Delta}=is\,\frac{3A_0\gamma k^2}{\Delta}\,e^{i\theta}.
\end{equation}
The admixture removes two of the three turns. The extra factor $k^2$ changes the radial integral to $\int k^3g'dk=-3\int k^2g\,dk$, so in a degenerate gas the size is $9A_0\gamma k_F^2/\Delta=0.43$ times the control, or $1.95\times10^7\,\hbar\,\mathrm{cm^{-2}}$. Taking the states from a diagonalisation of the four-band model, with the occupations still set by $E_s$, gives $1.92\times10^7\,\hbar\,\mathrm{cm^{-2}}$; with the occupations set by the four-band energies the value rises to $2.25\times10^7\,\hbar\,\mathrm{cm^{-2}}$. This is one contribution, not an estimate of the total, since it uses one envelope for heavy and light holes and shifts occupations only. In an asymmetric well, heavy-light mixing linear in $k$ also gives both branches an angular momentum of the same sign. That part escapes the near cancellation between the branches and can be larger. A probe that couples to $\mathbf J$ can therefore register a linear signal while the pseudospin polarisation is zero.

\section{Beside a real hole layer}

The parameters lie in the rough regime of a strained germanium quantum well at low temperature; $\beta$ depends strongly on the gate field. The branch splitting at $k_F$, $0.80\,\mathrm{meV}$, exceeds both $\hbar/\tau=0.12\,\mathrm{meV}$ and $k_BT=0.34\,\mathrm{meV}$, and the turnover at $2.5\,\mathrm{nm^{-1}}$ is far away. The time $\tau$ comes from the mobility, however, while the level broadening is set by the quantum lifetime. Where remote impurities scatter mostly through small angles, that lifetime can be much shorter than $\tau$, and the two branches may then not be resolved. The assumption on which the linear zero rests is symmetry under a rotation by $120^\circ$: the conditions on $c_1$ and $c_2$ already force both to zero at that single angle. An isotropic layer has this symmetry, and so does a threefold layer such as one grown along $[111]$, however strongly warped; a fourfold layer breaks it. With the rough warping used here, the pseudospin polarisation moves from the cubic remainder, about $-170$ for a rigid shift, to $0.248\times4.54\times10^7\simeq1.1\times10^7\,\mathrm{cm^{-2}}$. Both values assume equal shifts of the branches; in the warped layer, other forms of scattering can change the size of the linear term and even its sign. Spin-orbit terms linear in $k$, anisotropic scattering, heating and higher subbands are left out; the first of these also has winding $\pm1$ and would add a linear response. The vanishing linear term is thus a property of the isotropic winding-three model and of layers that keep threefold symmetry, scattering included; a fourfold layer approaches it only as far as its winding-one terms and its band warping are small. The full set of values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass                           0.10 m0
hole density                   4.0e+11 cm^-2
Rashba strength beta           100 meV nm^3
mobility                       1.0e+05 cm^2/Vs
electric field                 1.0 V/cm
temperature                    4.0 K
hbar^2/2m                      381.0 meV nm^2
Fermi wave number              0.1585 nm^-1
Fermi energy                   9.58 meV
branch splitting at kF         0.797 meV
scattering time                5.69 ps
shift d                        8.638e-04 nm^-1
shift / kF                     0.00545
product at 0, 60, -60 deg      1.000, -0.500, -0.500
front lobe integral            0.6495
back lobe integral             0.6495
side lobes integral            -1.2990
winding 1: P_y                 4.538e+07 cm^-2
winding 1: P_y closed form     4.534e+07 cm^-2
winding 1: P_y per hole        1.135e-04
winding 3: front+back part     1.877e+07 cm^-2
winding 3: side part           -1.877e+07 cm^-2
winding 3: P_y, all orders     -168.6 cm^-2
winding 3: cubic closed size   168.3 cm^-2
|winding 3 / winding 1|        3.71e-06
winding 3: P(2d)/P(d)          8.000
turn of P for 20 deg turn of d 60.00 deg
matrix shift, winding 1, ratio 2e-14
precession angle x at kF       6.88 rad
coherence factor, winding 1    0.9790
coherent winding 3 / winding 1 3e-09
level broadening hbar/tau      0.116 meV
thermal energy kT              0.345 meV
kT / Fermi energy              0.0360
lower branch turns over at     2.54 nm^-1
rough warping eta              -0.15
rough mean Luttinger parameter 5.0
rough heavy-light gap          100 meV
warped field: P_y              6.88e+06 cm^-2
warped field: P_y / winding 1  0.152
field+band warp / winding 1    0.248
J polarisation, size           1.92e+07 hbar cm^-2
J polarisation per hole        4.80e-05 hbar
\end{verbatim}
